Poole-Frenkel lowering of a Coulomb trap barrier in an insulator

**The problem**

A gate insulator contains a trap that holds one electron. When the electron is gone, the trap carries charge +1. The relative electronic permittivity of the insulator is κ = 4, and the field inside it has magnitude F = 1 MV/cm. Without field, the trapped electron lies 1 eV below the conduction-band edge.

(a) Where does the potential energy of the escaping electron have its maximum along the downfield direction?

(b) By how much does the field lower the barrier?

(c) Could the electron find a lower barrier by leaving at an angle or along a curved path?

(d) What barrier remains for the trap described?

Treat the insulator as a uniform continuum, with other charges and the electrodes far away. Neglect any shift of the bound level itself. Assume that the ions do not follow the electron during its escape, so that the electronic permittivity screens its attraction to the trap.

Work in Hartree atomic units, in which the elementary charge e, the electron mass, ħ and 4πε₀ all equal 1. Convert the main results to nanometres and electronvolts.

**Hints**

Hint 1. Two forces act on the electron outside the trap: the attraction of the positive centre and the force of the applied field. Write the potential energy of each, with the x axis along the force that the field exerts on the electron.

Hint 2. At the top of the barrier the two forces balance.

Hint 3. Decide what the lowering is measured from. Without field, an electron that just escapes ends far from the trap with zero kinetic energy.

Hint 4. For part (c), draw a sphere around the trap through the point found in part (a). An electron that gets away must cross it somewhere. Ask where on this sphere the potential energy is lowest.

**Full solution**

*The potential energy*

Put the trap at the origin and let r be the distance of the electron from it. The electron has charge −1 and the empty trap +1, so their energy is negative. In a medium of relative permittivity κ it is

U_C = −1/(κr).

The electron's charge is negative, so the field pushes it against the direction of the electric field vector. The x axis points along this push. A constant force F in the direction of +x means −dU_F/dx = F. With U_F = 0 at the trap,

U_F = −Fx.

The total is

U = −1/(κr) − Fx.

The permittivity appears in the first term and not in the second. The first term describes the attraction of a given charge, which the medium weakens. In the second, F is already the macroscopic field inside the insulator, with the polarization of the medium included, and dividing it by κ would count that polarization twice. In a stack of several layers, F is the field in the layer that holds the trap, which in general differs from the total voltage divided by the total thickness.

The zero of U is the conduction-band edge at the position of the trap, with the trap's own Coulomb potential left out. Without field, U rises to 0 as r grows, so the escape edge is U = 0.

*(a) The position of the maximum*

On the downfield axis the electron is at x = r, and

U(r) = −1/(κr) − Fr.

The derivative of −1/r is +1/r², so

dU/dr = 1/(κr²) − F.

Setting this to zero gives

1/(κr₀²) = F,

r₀² = 1/(κF),

r₀ = 1/√(κF).

The positive root is taken because r is a distance. For r < r₀ the derivative is positive and the energy rises; for r > r₀ it is negative and the energy falls. The point is therefore the highest on the whole downfield axis.

For the numbers, the field is needed in atomic units. One MV/cm is 10⁶ V divided by 10⁻² m, or 10⁸ V/m. The atomic unit of field is 5.14221 × 10¹¹ V/m, so

F = 10⁸ / (5.14221 × 10¹¹) = 1.94469 × 10⁻⁴.

Then

κF = 4 × 1.94469 × 10⁻⁴ = 7.77876 × 10⁻⁴,

r₀ = 1/√(7.77876 × 10⁻⁴) = 35.855 bohr.

With 0.0529177 nm per bohr, this is about 1.90 nm.

This length is a check on the model. A continuum permittivity makes sense if r₀ is large compared with the spacing of atoms, which is roughly 0.2 nm to 0.3 nm in an oxide. Here the condition is reasonably met. The second condition, that electrodes and other charges be far away on the scale of r₀, is harder to satisfy in a gate stack. In a layer only a few nanometres thick, the computed maximum may lie close to an interface or beyond it, and the formula for a uniform medium then no longer describes the barrier.

*(b) The lowering*

Insert r₀ into the two terms separately. Since 1/r₀ = √(κF), the Coulomb term is

−1/(κr₀) = −√(κF)/κ = −√(F/κ).

The last step uses √κ/κ = 1/√κ. The field term is

−Fr₀ = −F/√(κF) = −√(F/κ),

because F/√F = √F. The two contributions are equal, and their sum is

U(r₀) = −2√(F/κ).

The escape edge was at 0 without field and is at U(r₀) with field. The lowering Δ is the positive difference:

Δ = 0 − U(r₀) = 2√(F/κ).

The Coulomb term belongs in the lowering although the attraction was present before the field was applied. Without field, the electron had to climb out of the whole Coulomb well. With field, it reaches the top at r₀, where part of that climb, of height 1/(κr₀), is still undone and is no longer required. The work done by the field up to r₀ supplies the other half.

The numbers are

F/κ = 1.94469 × 10⁻⁴ / 4 = 4.86173 × 10⁻⁵,

√(F/κ) = 0.006973 hartree,

Δ = 0.013945 hartree.

One hartree is 27.21139 eV, so

Δ = 0.013945 × 27.21139 eV = 0.3795 eV ≈ 0.38 eV.

Two digits are as many as the model deserves, since κ is a rounded number and the medium is treated as a continuum. The further digits serve to compare calculations.

To obtain the SI form, restore the constants. The Coulomb energy becomes −e²/(4πε₀κr) and the field energy −eFr. The maximum of −A/r − Br, with A and B positive, is −2√(AB), by the same steps as above. With A = e²/(4πε₀κ) and B = eF,

Δ = 2√(e³F/(4πε₀κ)) = √(e³F/(πε₀κ)).

The factor 2 has entered the root as 4 and cancelled the 4 in the denominator. This expression gives an energy in joules; division by e gives the number in electronvolts. Evaluating it, and locating the maximum of the SI potential numerically, both give 0.3795 eV, as the numerical output shows.

*A second derivation, from the turning points*

Let the trapped level lie at energy −E, with E > 0. On the downfield axis, a classical electron of this energy turns round where U = −E:

1/(κr) + Fr = E.

Multiply by r and collect the terms:

Fr² − Er + 1/κ = 0.

The quadratic formula gives

r = [E ± √(E² − 4F/κ)]/(2F).

Since 4F/κ = Δ², this is

r = [E ± √(E² − Δ²)]/(2F).

For E > Δ there are two turning points. The region between them is the barrier, which the electron can cross by tunnelling even when it lacks the energy to pass over the top. For E = Δ they merge at r = E/(2F) = Δ/(2F) = 1/√(κF), which is r₀. For E < Δ there is no turning point and no barrier on this axis. The lowering is thus also the depth at which a level would just lose its barrier.

*(c) Other directions and curved paths*

Consider the sphere r = r₀ around the trap. An escaping electron starts inside and ends far outside. Its distance from the trap changes continuously, so it must take the value r₀ at least once. Let θ be the angle between the electron's position and the x axis at such a crossing. Then x = r₀cosθ, and

U = −1/(κr₀) − Fr₀cosθ.

Because cosθ ≤ 1 and F is positive, −Fr₀cosθ ≥ −Fr₀. Hence

U ≥ −1/(κr₀) − Fr₀ = −2√(F/κ).

Every escape path, straight or curved, therefore reaches at least this energy. The straight downfield path reaches it and goes no higher, as part (a) showed. No other route has a lower barrier.

The shape of the potential near this point agrees. At a small sideways distance ρ from the axis, with x = r₀ held fixed,

r = √(r₀² + ρ²) ≈ r₀ + ρ²/(2r₀).

The field term does not change. To leading order the Coulomb term becomes

−1/(κr) ≈ −1/(κr₀) + ρ²/(2κr₀³).

The energy rises to the side, while along the axis it falls in both directions. The point is a saddle: a pass between higher ground on the flanks.

This conclusion was also tested without assuming any path. On a plane section through the axis, the energy was raised until the region accessible to a classical electron connected the trap with the far downfield side. The connection opened at a lowering of 0.3795 eV, in agreement with the formula within the accuracy of the grid.

*(d) The remaining barrier*

The level was 1 eV below the escape edge without field. With its own shift neglected, the distance to the pass is

1.0000 eV − 0.3795 eV = 0.6205 eV ≈ 0.62 eV.

The field has removed a little more than a third of the barrier. The result is positive, so the level lies below the pass, as the use of the formula requires.

Neglecting the level shift can be justified in part. Suppose that the trapped level is non-degenerate apart from spin and that its electron density is symmetric under inversion through the trap. The average of x then vanishes, and so does the first-order shift −F⟨x⟩. The shift then begins at order F², whereas the lowering grows as √F. At sufficiently weak field the neglected term is the smaller one. A trap that fails either condition can have a shift linear in F.

*What the result means for the current*

The quantity Δ is an energy, not a rate. Suppose that electrons leave by thermal activation over the pass, with a prefactor that does not depend on the field. At temperature T the emission rate is then proportional to exp[−(E − Δ)/(k_BT)], where k_B is the Boltzmann constant. Compared with the zero-field rate, it is larger by the factor

exp[Δ/(k_BT)] = exp[2√(F/κ)/(k_BT)].

Under these assumptions the logarithm of the rate is a straight line when plotted against √F, with slope 2/(√κ k_BT). The constant prefactor is an idealization. The sideways rise ρ²/(2κr₀³) found in part (c) becomes steeper as the field grows and r₀ shrinks, so classical thermal electrons find a narrower opening at the pass. Their rate then grows more slowly with the field than the exponential factor alone suggests, and the slope is smaller. Tunnelling through the barrier adds a contribution that this factor leaves out. In a one-dimensional semiclassical estimate at room temperature and 1 MV/cm, this contribution is about as large as the thermal one for the free-electron mass and larger for a lighter effective mass, and it grows quickly with the field. The plot then bends away from the straight line.

*Where the formula stops*

The charge state of the trap decides whether the formula applies at all. If the trap is neutral when empty, the departing electron leaves no net charge behind. The term −1/(κr) is then absent, and with it the balance of forces that fixed r₀.

At weak field, r₀ = 1/√(κF) becomes large and can reach neighbouring traps. Filled traps are neutral and add no Coulomb term in this model. If a neighbour is empty, and therefore charged, the formula for an isolated trap can fail, and for a hop into that neighbour even the power of F can change. Take a second empty trap of charge +1 at distance d downfield. Between the two,

U(r) = −1/(κr) − 1/(κ(d − r)) − Fr.

Without field, symmetry puts the maximum at r = d/2, where each Coulomb term equals −2/(κd) and the total is −4/(κd). A weak field moves the maximum slightly. Because the zero-field energy is stationary there, this displacement changes the height only at second order in F. To first order the height is

U_max ≈ −4/(κd) − Fd/2.

The field now lowers the barrier for the hop by Fd/2, which is linear in F instead of proportional to √F.

To see when this holds, find the displacement s of the maximum. The second derivative of each Coulomb term at r = d/2 is −2/[κ(d/2)³] = −16/(κd³), and the two together give −32/(κd³). The force balance for small s is

−32s/(κd³) − F = 0,

s = −κFd³/32.

The maximum moves towards the first trap. The approximation requires |s| to be much smaller than d/2, hence κFd² ≪ 16. With κF = 1/r₀², this is d ≪ 4r₀. The formula of part (b) belongs to the opposite situation, in which neighbouring charges are far beyond the pass. For hopping between close charged traps, the linear law is the appropriate one within this two-trap model, provided a barrier exists. The empty neighbour lowers the level by about 1/(κd), so the zero-field barrier for the hop is E − 3/(κd). It vanishes for d < 3/(κE), about 1.1 nm for the trap of this problem. At smaller distances the electron is shared by the two traps and there is no hop barrier to lower.

If d is much smaller than r₀, an electron that leaves the pair altogether must also cross an outer pass, beyond the second trap. There the two empty traps act almost like a single charge +2. Replacing 1/κ by 2/κ in part (b) then gives a lowering close to 2√(2F/κ), again proportional to √F. The linear law therefore describes the hop, not the escape from the pair.

**Variation 1: a different permittivity or field**

*Question.* How does the lowering change if the ions do follow the electron and the relevant permittivity is 20? What happens if the field is quadrupled at κ = 4?

*Solution.* Keep the field inside the insulator at 1 MV/cm. Since Δ is proportional to 1/√κ,

Δ(κ = 20) = 0.3795 eV × √(4/20) = 0.1697 eV ≈ 0.17 eV.

Stronger screening makes the Coulomb well shallower at every distance. The balance of forces occurs closer to the trap, so the field does less work before the pass is reached. Both contributions to the lowering shrink by the same factor.

The two values, 0.38 eV and 0.17 eV, show how much depends on the premise that the ions stand still. That premise requires the electron to pass the barrier region in a time short compared with the response time of the lattice. If the two times are similar, neither constant is justified, and the motion of the ions has to be treated together with that of the electron. The example is close to this case. At room temperature, an electron with the free-electron mass and the thermal speed √(k_BT/m) covers the distance r₀ in about 0.03 ps, and lattice vibrations in oxides can have periods of similar length. The value 0.38 eV is therefore the result of the stated premise, not a firm prediction for a particular oxide.

For the second question, Δ is proportional to √F. Quadrupling the field doubles the lowering, and the numerical maximum gives 0.7589 eV. The level at 1 eV still has a barrier, but a thin one in energy. In the model the barrier vanishes when Δ = E. Squaring 2√(F/κ) = E gives 4F/κ = E², so the field at which this happens is

F = κE²/4.

For this trap the field is about 6.9 MV/cm. The statement concerns the classical barrier only: a hydrogen-like level of depth 1 eV is still sharp at this field, with a width of about 1.5 meV. As this field is approached, the neglected level shift and tunnelling need attention. The shift matters once the remaining barrier is a small difference of two larger energies. For the hydrogen-like level it is about 6 meV at 4 MV/cm, against a barrier of 0.24 eV, and about 15 meV at 6 MV/cm, against 0.07 eV. Tunnelling matters because the barrier becomes low and its two turning points, a distance √(E² − Δ²)/F apart, move together.

**Variation 2: an electron leaving a metal surface**

*Question.* An electron enters the same insulator from a flat metal electrode. It is attracted by its image charge in the metal. By how much does the same field, now pushing the electron away from the metal, lower this barrier?

*Solution.* Let x be the distance from the surface. The image has charge +1 and lies at distance x behind the surface, so it is 2x away from the electron. The attractive force has magnitude

1/[κ(2x)²] = 1/(4κx²).

The potential energy, set to zero far from the metal, is minus the work needed to take the electron from x to infinity:

U_im = −∫ₓ^∞ dx′/(4κx′²) = −1/(4κx).

This is half of −1/(2κx), the energy of two fixed charges ±1 at separation 2x. The difference arises because the image moves with the electron.

With the field, U = −1/(4κx) − Fx. The maximum follows from

1/(4κx₀²) = F,

x₀ = 1/(2√(κF)) = r₀/2.

The two terms at this point are

−1/(4κx₀) = −2√(κF)/(4κ) = −½√(F/κ),

−Fx₀ = −½√(F/κ).

Their sum is −√(F/κ), so the lowering is

Δ_S = √(F/κ) = Δ/2.

For κ = 4 and F = 1 MV/cm this is 0.1897 eV, or about 0.19 eV. It is called the Schottky lowering.

Both lowerings are proportional to √F, so a square-root law alone does not tell whether the current is limited by emission from traps or by injection from the electrode. In these two ideal models the difference lies in the coefficient. The charge left in the trap stays where it is, whereas the image charge recedes as the electron leaves. At equal distance from the trap or the surface, the image force is four times weaker than the force of the trap. The lowering contains the square root of this strength, which turns the factor of four into a factor of two.

To use the coefficient as evidence, one must know the permittivity. The lowering Δ for a trap that is charged when empty is called the Poole-Frenkel lowering. With permittivity 4κ it has the same size as a Schottky lowering with permittivity κ:

2√(F/(4κ)) = √(F/κ).

The numerical output shows this equality: quadrupling κ for the trap also gives 0.1897 eV. Comparing a measured slope with these two ideal models therefore requires an independent value of the permittivity.

Even then the slope alone may not decide. Suppose that the free electrons come only from the traps, that few traps are empty, and that recapture balances emission with a rate coefficient independent of the field. There are then as many empty traps as free electrons, so the recapture rate is proportional to the square of the number of free electrons. That number follows the square root of the emission rate, which halves the slope for the traps and makes it equal to the Schottky slope. Other evidence on where the electrons come from is then needed.

Numbers as computed

```
Relative electronic permittivity: 4.0 (dimensionless)
Field in insulator: 1.0 MV/cm
Atomic unit of field: 5.14221e+11 V/m
Field in atomic units: 1.94469e-04 a.u.
Hartree energy: 27.21139 eV
Bohr radius: 0.0529177 nm
F/kappa: 4.86173e-05 a.u.
kappa*F: 7.77876e-04 a.u.
Pass distance, formula: 35.855 bohr
Pass distance, formula: 1.8973 nm
Pass distance, numerical: 1.8973 nm
Coulomb energy at pass: -0.006973 hartree
Field energy at pass: -0.006973 hartree
Lowering, formula: 0.013945 hartree
Lowering, formula: 0.3795 eV
Lowering, SI formula: 0.3795 eV
Lowering, numerical maximum: 0.3795 eV
Lowering, search over paths: 0.3795 eV
Lowering at four times the field: 0.7589 eV
Lowering at four times kappa: 0.1897 eV
Comparison permittivity: 20.0 (dimensionless)
Lowering at comparison permittivity: 0.1697 eV
Schottky lowering at kappa = 4: 0.1897 eV
Chosen zero-field trap depth: 1.0000 eV
Remaining barrier: 0.6205 eV
```
